# Two-pulse interference of phase-randomised coherent light on a balanced coupler, part 2

Two light pulses meet on a lossless coupler with a photon-number detector at each output. We seek the depth of the dip in the averaged product of the detected photon numbers when the pulses overlap.

**Conventions.** With the optical carrier factored out, $a(t)$ and $b(t)$ annihilate a photon arriving at time $t$ in the two inputs. The balanced coupler gives the outputs

$$c=\frac{a+ib}{\sqrt2},\qquad d=\frac{ia+b}{\sqrt2}.$$

The pulse shapes $u(t)$, $v(t)$ are normalised, with $\gamma=\int u^*v\,dt$ and $M=|\gamma|^2\le1$. The output photon numbers are $N_c$ and $N_d$, and

$$N_cN_d=\iint c^\dagger(t)\,d^\dagger(t')\,d(t')\,c(t)\,dt\,dt' .$$

With $G=\langle N_cN_d\rangle$ and $G_{\rm far}$ its value for non-overlapping pulses, the visibility is

$$V=1-\frac{G}{G_{\rm far}} .$$

**Results for laser pulses.** Let each input be coherent with mean photon number $\mu$.

- Part (a): at fixed relative phase $\varphi$,

$$a(t)|\psi\rangle=\sqrt\mu\,u(t)|\psi\rangle,\qquad b(t)|\psi\rangle=\sqrt\mu\,e^{i\varphi}v(t)|\psi\rangle .$$

The outputs are then coherent too, and $\langle N_cN_d\rangle_\varphi=W_cW_d$. The mean output photon numbers $W_c=\mu+X$ and $W_d=\mu-X$ follow by integrating the squared moduli of the output amplitudes. Here $X=\mu\sqrt M\cos\theta$, where $\theta$ is the relative phase measured from full steering into output $c$.
- Part (b): for uniform $\theta$, $G=\mu^2(1-M/2)$ and $V=M/2$.
- Part (c): for any phase distribution, $V=\frac M2\left(1+\langle\cos2\theta\rangle\right)$, which can exceed one half. For a Gaussian distribution of rms width $s$ about zero, $\langle e^{ik\theta}\rangle=e^{-k^2s^2/2}$.
- Part (d): shots with exactly two photons in total contribute $e^{-2\mu}\mu^2\left(1-\frac M2\right)$ to the coincidence probability. Pairs from the same source form the floor of the dip.

### (e) Sources with other photon statistics

*Replace the lasers by independent sources of equal mean photon number $\bar n$, each emitting into one mode and each without a phase reference. Find $V$ in terms of $g=\langle n(n-1)\rangle/\bar n^2$ for each source.*

**Solution.** In the ordered form of $N_cN_d$ the operators on the right are

$$d(t')c(t)=\frac12\left[ia(t')a(t)-a(t')b(t)+b(t')a(t)+ib(t')b(t)\right].$$

Multiply by the adjoint and average. Without a phase reference, a product contributes if it leaves the photon number of each source unchanged. The first and last terms therefore contribute through their own squares, and the two middle terms through their squares and their mutual product.

For single-mode sources $a(t)$ may be replaced by $u(t)a$ and $b(t)$ by $v(t)b$. After integration over $t$ and $t'$ the squares give $\langle n_a(n_a-1)\rangle$, $\langle n_b(n_b-1)\rangle$ and twice $\bar n^2$. The mutual products carry a minus sign and the factor

$$\iint u^*(t)v(t)\,v^*(t')u(t')\,dt\,dt'=\gamma\gamma^*=M .$$

The result is

$$G=\frac14\left[\langle n_a(n_a-1)\rangle+\langle n_b(n_b-1)\rangle+2\bar n^2(1-M)\right].$$

Divide by the value at $M=0$ and subtract from one:

$$V=\frac{2M}{2+g_a+g_b}.$$

A single photon has $g=0$, so $V=M$. Poisson statistics have $\langle n(n-1)\rangle=\mu^2$, hence $g=1$ and $V=M/2$. Here photon numbers above two are included, and the factor $e^{-2\mu}$ of part (d) has disappeared. Thermal light has probabilities $(1-x)x^n$, mean $x/(1-x)$ and $\langle n(n-1)\rangle=2x^2/(1-x)^2$, hence $g=2$ and $V=M/3$. Number-state calculations with matched modes gave 100, 50 and 33.33 percent for these three cases, in agreement with the formula.

A source that is a mixture of coherent states with fluctuating mean $I$ has $g=\langle I^2\rangle/\langle I\rangle^2\ge1$, because a variance is not negative. Under the conditions of this part, such sources stay at or below $M/2$. A dip deeper than 50 percent then requires $g_a+g_b<2$.

### (f) Unequal brightness and an unbalanced coupler

*Let the coupler transmit a fraction $T$ and cross-couple $R=1-T$, and let the coherent inputs have means $n_a$ and $n_b$. Can a suitable imbalance beat one half when the phase is uniform?*

**Solution.** Now $c=\sqrt T\,a+i\sqrt R\,b$ and $d=i\sqrt R\,a+\sqrt T\,b$. The steps of part (a) give

$$W_c=Tn_a+Rn_b+Y,\qquad W_d=Rn_a+Tn_b-Y,$$

$$Y=2\sqrt{TRn_an_bM}\,\cos\theta .$$

In the average of $W_cW_d$ the terms linear in $Y$ vanish, and $\langle Y^2\rangle=2TRn_an_bM$. Therefore

$$V=\frac{2TRn_an_bM}{(Tn_a+Rn_b)(Rn_a+Tn_b)} .$$

Expand the denominator and use $T^2+R^2=1-2TR$:

$$TR(n_a^2+n_b^2)+(1-2TR)n_an_b=n_an_b+TR(n_a-n_b)^2 .$$

This is at least $n_an_b$. Moreover $TR=\tfrac14-(T-\tfrac12)^2\le\tfrac14$. Hence

$$V\le2TRM\le\frac M2\le\frac12 .$$

Equal brightness and a balanced coupler are the best case, and small departures from it cost visibility in second order. In 60 trials with random pulse shapes, brightnesses and couplers, direct integration of the fields agreed with the formula for $V$. The largest visibility found was 48.18 percent.

### (g) Detectors that click

*Many single-photon detectors report whether at least one photon was detected, not how many. Find the visibility of the coincidence clicks for detection efficiency $\eta$, equal inputs and a balanced coupler. Does the limit survive at high brightness?*

**Solution.** At fixed phase each output is in a coherent state. With efficiency $\eta$ the number of detected photons is Poisson distributed with mean $\eta W$, so the probability of no click is $e^{-\eta W}$. Let $m=\eta\mu$ and $z=m\sqrt M$. The two means are $m\pm z\cos\theta$, and the coincidence probability is

$$P=\left\langle(1-e^{-m-z\cos\theta})(1-e^{-m+z\cos\theta})\right\rangle
=1-2e^{-m}I_0(z)+e^{-2m},$$

where $I_0(z)=\langle e^{z\cos\theta}\rangle$ is a modified Bessel function. The average is the same for $-z$, because $\theta\to\theta+\pi$ leaves a uniform distribution unchanged.

For the series of $I_0$, write $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$ and expand $\cos^{2k}\theta$. The one term without a phase factor gives the average

$$\beta_k=\langle\cos^{2k}\theta\rangle=\frac{1}{4^k}\binom{2k}{k},\qquad I_0(z)=\sum_{k\ge0}\beta_k\frac{z^{2k}}{(2k)!},$$

while odd powers average to zero. Far from the dip $z=0$ and $P_{\rm far}=(1-e^{-m})^2=2e^{-m}(\cosh m-1)$. Since $P_{\rm far}-P=2e^{-m}[I_0(z)-1]$,

$$V_{\rm click}=\frac{I_0(m\sqrt M)-1}{\cosh m-1}
=\frac{\sum_{k\ge1}\beta_kM^k\,m^{2k}/(2k)!}{\sum_{k\ge1}m^{2k}/(2k)!}.$$

This is a weighted average of the numbers $\beta_kM^k$ with positive weights. The first of them is $M/2$. The later ones are smaller, because $M\le1$ and

$$\frac{\beta_{k+1}}{\beta_k}=\frac{(2k+2)(2k+1)}{4(k+1)^2}=\frac{2k+1}{2k+2}<1 .$$

So $V_{\rm click}\le M/2$ at any brightness, and the value $M/2$ is approached for $m\to0$. With $M=1$ the visibility is 49.993 percent at $m=0.08$, 48.99 percent at $m=1$ and 35.84 percent at $m=5$. Bright pulses make both detectors click in most shots, inside the dip as well as outside it.

### (h) Overlap of Gaussian pulses

*Find $M$ for two Gaussian pulses of rms intensity width $\sigma$ and equal chirp $C$, with relative delay $\tau$ and angular-frequency detuning $\Delta\omega$. How wide is the dip without chirp and detuning?*

**Solution.** Take

$$u=\frac{e^{-(1+iC)t^2/4\sigma^2}}{(2\pi\sigma^2)^{1/4}},\qquad
v=\frac{e^{-(1+iC)(t-\tau)^2/4\sigma^2-i\Delta\omega t}}{(2\pi\sigma^2)^{1/4}} .$$

The real part of the exponent of $u^*v$ is

$$-\frac{t^2+(t-\tau)^2}{4\sigma^2}=-\frac{(t-\tau/2)^2}{2\sigma^2}-\frac{\tau^2}{8\sigma^2}.$$

In the imaginary part the terms in $t^2$ cancel, because the chirps are equal. Apart from a constant phase it is $-iKt$, with

$$K=\Delta\omega-\frac{C\tau}{2\sigma^2}.$$

The Gaussian average of part (c), with $s=\sigma$ and $k=K$, gives $|\gamma|=e^{-\tau^2/8\sigma^2}e^{-\sigma^2K^2/2}$, so

$$M=\exp\left(-\frac{\tau^2}{4\sigma^2}-\sigma^2K^2\right).$$

$K$ is the frequency difference of the two pulses at any given moment. A delay between chirped pulses shifts it, and may add to the detuning or offset it.

For $C=\Delta\omega=0$ the dip falls to half its depth at $\tau=2\sigma\sqrt{\ln2}$, so its full width is $4\sigma\sqrt{\ln2}$. The intensity $|u|^2\propto e^{-t^2/2\sigma^2}$ has full width $2\sigma\sqrt{2\ln2}$. The dip is wider than the pulse by the factor $\sqrt2$.

### (i) Worked example: laser pulses on a silicon chip

*Two attenuated gain-switched lasers near 1550 nm send 100 ps pulses (full width at half maximum) with $\mu=0.10$ to a silicon coupler. The residual delay is 10 ps and the detuning 1.0 GHz, or 8.01 pm. The detection efficiency is 80 percent. Find the visibility and judge the neglected effects.*

**Solution.** The rms width is $\sigma=100/(2\sqrt{2\ln2})=42.47$ ps. Without chirp the exponents are

$$\frac{\tau^2}{4\sigma^2}=\frac{10^2}{4(42.47)^2}=0.0139,\qquad
(\sigma\Delta\omega)^2=(42.47\times2\pi\times10^{-3})^2=0.0712 .$$

Thus $M=e^{-0.0851}=0.918$ and $V=M/2=45.9$ percent. Perfect matching would give 50 percent, so the detuning and delay cost about 4 percentage points. The correlation falls from $G_{\rm far}=0.0100$ to $G=0.0054$. Of the latter, 0.0050 comes from pairs emitted by the same source and 0.0004 from pairs with one photon of each source. The full width of the dip at half depth is 141 ps. Without chirp, the detuning lowers the depth of the dip but does not change this width.

For clicks, $m=0.8\times0.10=0.08$ and $P_{\rm far}=(1-e^{-0.08})^2=0.00591$. In the dip the probability is 0.00320. At 10 MHz these are about 59,000 and 32,000 coincidences per second, provided that the detector dead time is shorter than the 100 ns period and that the 80 percent includes every loss after the coupler. Waveguide and chip-to-fibre losses lower these rates roughly as the square of the total efficiency.

The other effects are sized one at a time, with the remaining settings held fixed.

- **Chirp.** For $C=+3$ the chirp term offsets the detuning and $V=48.9$ percent. For $C=-3$ it adds to the detuning and $V=33.6$ percent.
- **Timing jitter.** The delay has been taken as fixed, but gain-switched pulses also jitter in time. Averaging $M$ over a Gaussian jitter of the relative delay, 10 ps rms about the chosen 10 ps, lowers $V$ from 45.9 to 45.3 percent without chirp and from 48.9 to 43.4 percent for $C=+3$. Chirp makes the dip narrower and so more sensitive to jitter.
- **Imbalance.** A 48:52 coupler gives 45.85 percent, and an input 10 percent weaker gives 45.80 percent.
- **Energy noise.** Independent pulse-energy fluctuations of relative rms size $r$ give $g=1+r^2$, so $V=M/(2+r^2)$. For $r=0.10$ this is 45.7 percent.
- **Dark counts.** A probability of $10^{-7}$ per 1 ns gate lowers the click visibility by about $10^{-4}$ percentage points.
- **The silicon itself.** The peak input power is 0.12 nW. With rough values of $5\times10^{-12}$ m/W for the two-photon absorption coefficient and 0.1 µm² for the mode area, 1 cm of waveguide absorbs a fraction $6\times10^{-11}$ by this process. Warming 1 cm by 10 K, with the rough bulk index change of $1.8\times10^{-4}$ per kelvin, would shift the delay by 60 fs. A pulse delay follows the group index, which in a silicon wire changes faster, roughly $3\times10^{-4}$ per kelvin, so about 100 fs is a better estimate. Either value is far less than 10 ps.

**Beside the real case.** This arrangement resembles the interference stage of quantum key distribution between two senders and a central receiver. The parameters are rough, and 10 MHz is slow for such systems, which can run at hundreds of megahertz or more. Gain-switched lasers break the assumption of unchirped pulses most clearly. For the chosen delay and detuning, $|C|=3$ moves the model's visibility from 45.9 to 48.9 or 33.6 percent, depending on sign. The phase of gain-switched pulses is randomised by spontaneous emission if the light of one pulse has died away before the next begins. If it has not, successive pulses keep some memory of the phase. The relative phase of two independent lasers still drifts over the full circle, so a sufficiently long average again obeys the limit of one half. The limit can fail, as in part (c), if the relative phase stays unevenly distributed over the whole measurement, for instance because both lasers are seeded by a common source or because the average is too short. The remaining figures are in the numerical output below.

## Computed results

```
wavelength: 1550 nm
pulse width (FWHM): 100 ps; rms width sigma: 42.47 ps
mean photons per input pulse mu: 0.10
residual delay: 10 ps
detuning: 1.0 GHz = 8.01 pm
delay exponent tau^2/(4 sigma^2): 0.01386
detuning exponent (sigma dw)^2: 0.07119
mode overlap M: 0.9185
G far from dip: 0.010000 photons^2
G in dip: 0.005408 photons^2
  part, one photon from each source: 0.000408 photons^2
  part, two from the same source: 0.005000 photons^2
visibility V: 45.92 percent
visibility for M = 1: 50.00 percent
dip full width at half depth: 141.4 ps
G/G_far, no detuning, delay 0 ps: 0.5000
G/G_far, no detuning, delay 50 ps: 0.6464
G/G_far, no detuning, delay 100 ps: 0.8750
G/G_far, no detuning, delay 200 ps: 0.9980
matched modes, single photon inputs: V = 100.00 percent
matched modes, coherent inputs: V = 50.00 percent
matched modes, thermal inputs: V = 33.33 percent
largest V in 60 random trials: 48.18 percent
two opposite phases only, M = 1: V = 100.0 percent
phase spread 1 rad rms, M = 1: V = 56.77 percent
phase spread 2 rad rms, M = 1: V = 50.02 percent
detection efficiency: 80 percent
dark-count probability per 1 ns gate: 1.0e-07
click V without dark counts: 45.915 percent
change of click V by dark counts: -1.1e-04 percentage points
click V, M = 1, eta*mu = 0.08: 49.993 percent
click V, M = 1, eta*mu = 1.00: 48.992 percent
click V, M = 1, eta*mu = 5.00: 35.842 percent
click coincidence per pulse pair, far: 0.005911
click coincidence per pulse pair, dip: 0.003197
repetition rate: 10 MHz; period: 100 ns
coincidence rate, far: 59111 per s
coincidence rate, dip: 31970 per s
V with 48:52 coupler: 45.85 percent
V with one input 10 percent weaker: 45.80 percent
click V, both imbalances and dark counts: 45.72 percent
V with equal chirp C = +3: 48.94 percent
V with equal chirp C = -3: 33.57 percent
V with 10 percent rms energy noise: 45.69 percent
peak power of one input pulse: 0.120 nW
two-photon absorption in 1 cm silicon: 6.0e-11 of the power
delay drift, 1 cm silicon, 10 K: 60 fs
```
